\section*{Periodic precursor pressure in a pulsed ampoule, part 2}

A heated ampoule feeds precursor vapour to a deposition reactor, one pulse per cycle. Carrier gas sweeps the headspace above the liquid during a pulse; the valves are then closed and the vapour recovers. What is the periodic pre-pulse pressure?

Here $p$ is the precursor partial pressure, $p_{\rm sat}$ its saturation value, $p_n$ its value before pulse $n$ (first pulse $n=0$), and $p^*$ its periodic value. With no evaporation during the pulse, $dp/dt=-kp$, where $k=Q/V$, $Q$ is the volume outflow rate at headspace conditions and $V$ the headspace volume. A pulse of length $t_p$ removes the fraction $f=1-e^{-kt_p}$, leaving $p_{\rm after}$. Single-exponential recovery for a time $t_r$, with time constant $\tau$, gives
\begin{equation}
p_{\rm sat}-p(t_r)=E\,(p_{\rm sat}-p_{\rm after}),\qquad E=e^{-t_r/\tau}.
\label{eq:E}
\end{equation}
Thus $E$ is the fraction of the deficit that remains. Together,
\begin{equation}
p_{n+1}=p_{\rm sat}(1-E)+(1-f)Ep_n,\qquad
p^*=p_{\rm sat}\frac{1-E}{1-(1-f)E}=0.806\ {\rm Torr}.
\label{eq:recap}
\end{equation}
For rapid, gentle pulses ($f\ll1$, $t_r\ll\tau$), $p^*\approx p_{\rm sat}/(1+f\tau/t_r)$. Within this model, a log of pre-pulse partial pressures starting from saturation yields $f$ and $E$. At constant liquid temperature the pressure is within one percent of $p^*$ from the fourth pulse.

The example has temperature $T=348.15$ K, $p_{\rm sat}=1$ Torr, total pressure $10$ Torr, $V=120\ {\rm cm^3}$, column height $L=6$ cm, cross-section $A=V/L$, $t_p=0.5$ s, $t_r=3$ s, $k=0.673\ {\rm s^{-1}}$, $f=0.286$ and $E=0.458$. The dose is $N=fp^*V/(RT)=1.27\ \mu$mol per pulse, with $R$ the gas constant.

The value $\tau=3.84$ s was assumed. If every molecule striking the liquid sticks, surface exchange takes only $\tau_s=4L/\bar v=1.7$ ms, with $\bar v$ the mean molecular speed. Gas touching the liquid therefore stays practically saturated, and diffusion through the carrier sets the pace.

Q: Derive the diffusion time.

A: Let $x$ be the height above the liquid and $D$ the diffusion coefficient. For dilute vapour in still gas, the deficit $u(x,t)=p_{\rm sat}-p(x,t)$ obeys
\begin{equation}
\frac{\partial u}{\partial t}=D\frac{\partial^2u}{\partial x^2},\qquad
u(0,t)=0,\qquad \left.\frac{\partial u}{\partial x}\right|_{x=L}=0 .
\end{equation}
The first condition is saturation at the liquid, the second is no flux through the closed top. Try $u=\sin(\kappa x)e^{-D\kappa^2t}$. It satisfies the equation and the lower condition. The upper one requires $\cos(\kappa L)=0$, so
\begin{equation}
\kappa_j=\frac{(2j+1)\pi}{2L},\qquad
D\kappa_j^2=\frac{(2j+1)^2}{\tau},\qquad
\tau=\frac{4L^2}{\pi^2D},\qquad j=0,1,2,\dots
\end{equation}
The slowest mode, $j=0$, has the time constant $\tau$. I take $D=0.05\ {\rm cm^2/s}$ at 1 atm as a rough value. In a dilute gas at fixed temperature $D$ varies as the inverse of the total pressure, so at $10$ Torr it is $0.05\times760/10=3.8\ {\rm cm^2/s}$. Then $\tau=4\times36/(\pi^2\times3.80)\ {\rm s}=3.84$ s.

Q: But you have just found infinitely many time constants. The recovery is not a single exponential.

A: It is not. Suppose each pulse stirs the headspace, so that recovery starts from a uniform deficit $U$. Expand it as $U=\sum_jb_j\sin\kappa_jx$. For $i\ne j$,
\begin{equation}
\int_0^L\sin\kappa_ix\,\sin\kappa_jx\,dx
=\frac{\sin[(\kappa_i-\kappa_j)L]}{2(\kappa_i-\kappa_j)}
-\frac{\sin[(\kappa_i+\kappa_j)L]}{2(\kappa_i+\kappa_j)}=0,
\end{equation}
because $(\kappa_i\mp\kappa_j)L$ are whole multiples of $\pi$. For $i=j$ the integral is $L/2$. Therefore
\begin{equation}
b_j=\frac{2}{L}\int_0^LU\sin\kappa_jx\,dx
=\frac{2U}{L}\,\frac{1-\cos\kappa_jL}{\kappa_j}=\frac{2U}{\kappa_jL}.
\end{equation}
The same integral shows that the average of $\sin\kappa_jx$ over the column is $1/(\kappa_jL)$. The mean deficit after $t_r$ is thus $GU$, with
\begin{equation}
G=\sum_{j=0}^\infty\frac{2}{(\kappa_jL)^2}e^{-D\kappa_j^2t_r}
=\sum_{j=0}^\infty\frac{8}{\pi^2(2j+1)^2}\,e^{-(2j+1)^2t_r/\tau}.
\end{equation}

Q: Then Eq.~\eqref{eq:recap} is dead.

A: Its form survives. Let $\bar p_n$ be the mean partial pressure before pulse $n$. The stirred pulse leaves the uniform pressure $(1-f)\bar p_n$, so $p_{\rm sat}-\bar p_{n+1}=G[p_{\rm sat}-(1-f)\bar p_n]$. This is the old map with $E$ replaced by $G$, and the old algebra gives
\begin{equation}
\bar p^*=p_{\rm sat}\frac{1-G}{1-(1-f)G}.
\end{equation}
What the map needs is that a fixed fraction of the deficit survives each recovery. The shape of the decay in time does not matter, provided that every recovery starts from the same kind of profile.

Q: How much does it change the number?

A: At $t_r=3$ s the first term of $G$ is $0.811\times0.458=0.371$. The next is below $10^{-4}$, since its exponent is nine times larger. So $G=0.371$, and
\begin{equation}
\bar p^*=\frac{1-0.3712}{1-0.7144\times0.3712}\ {\rm Torr}=0.856\ {\rm Torr},
\end{equation}
which is $6.2$ percent above the single-exponential value. The faster modes have died by then, but they carried $19$ percent of the initial deficit away with them. The price is that $G$ does not follow $e^{-t_r/\tau}$ down to short times. The earlier limit of rapid, gentle pulses therefore fails if every pulse, however gentle, stirs the whole headspace. A value of $E$ measured at one recovery time cannot safely be converted to another through a single exponential.

Q: Your vapour is a tenth of the gas at the surface. Is that dilute?

A: Not entirely. Carrier cannot enter the liquid, so evaporation pushes the gas upward, and the total pressure $P$ rises in the closed headspace. Pressure differences within the column even out quickly, so $P$ depends on time alone. Conservation of all the gas then reads $dP/dt=-P\,\partial w/\partial x$, where $w$ is the upward gas velocity. Hence $w$ is linear in $x$, and it vanishes at the top:
\begin{equation}
w=w_0\left(1-\frac{x}{L}\right),\qquad \frac{dP}{dt}=\frac{Pw_0}{L}.
\end{equation}
In pressure units the vapour flux is $pw-D_P\,\partial p/\partial x$, with $D_P$ the diffusion coefficient at pressure $P$. The carrier flux is $(P-p)w+D_P\,\partial p/\partial x$, so that the two add up to $Pw$. Zero carrier flux at the liquid fixes the velocity there:
\begin{equation}
w_0=-\frac{D_P}{P-p_{\rm sat}}\left.\frac{\partial p}{\partial x}\right|_{x=0}.
\end{equation}
The gradient is negative during recovery, so $w_0$ is positive. I solved these equations numerically over repeated cycles. Each pulse first vents the excess pressure, then removes the fraction $f$ and leaves the headspace uniform. The periodic mean is $0.860$ Torr, against $0.856$ Torr from the diffusion modes alone. With a saturation pressure of only $10^{-4}$ Torr the same calculation gives $\bar p^*/p_{\rm sat}=0.8557$, in agreement with the formula containing $G$.

Q: The liquid does not stop evaporating when the valve opens.

A: No, and here that matters. Let evaporation during the pulse refill the headspace at a rate $r$. The pulse equation becomes
\begin{equation}
\frac{dp}{dt}=r(p_{\rm sat}-p)-kp=-(r+k)(p-p_\infty),\qquad
p_\infty=\frac{r\,p_{\rm sat}}{r+k},
\end{equation}
as multiplying out the right-hand side confirms. With $g=e^{-(r+k)t_p}$, the pulse leaves $p_\infty(1-g)+gp_n$. Insert this into the recovery rule, keeping the single-exponential $E$:
\begin{align}
p_{n+1}&=p_{\rm sat}(1-E)+E\left[p_\infty(1-g)+gp_n\right],\nonumber\\
p^*&=\frac{p_{\rm sat}(1-E)+Ep_\infty(1-g)}{1-Eg}.
\end{align}
For $r=0$ we have $p_\infty=0$ and $g=1-f$, and the earlier result returns.

Q: What is $r$?

A: It depends on the stirring. If refill continues at the recovery rate, $r=1/\tau=0.260\ {\rm s^{-1}}$ and $p^*=0.827$ Torr, which is $2.7$ percent above the simple value. If the flow mixes all but a still layer of thickness $\delta$ over the liquid, the flux through the layer is proportional to $D(p_{\rm sat}-p)/\delta$. If the layer is thin compared with $L$, this flux feeds nearly the whole column, so $r\approx D/(\delta L)$. For $\delta=1$ cm this is $3.80/6\ {\rm s^{-1}}=0.633\ {\rm s^{-1}}$, and $p^*=0.852$ Torr, a rise of $5.7$ percent. This figure is rough: a layer of 1 cm is a sixth of the column, its own diffusion time $\delta^2/D=0.26$ s is not short against the pulse, and the recovery was kept single-exponential. With diffusion resolved in the layer during the pulse and in the whole column afterwards, the mean pre-pulse pressure is $0.878$ Torr for $\delta=1$ cm and $0.904$ Torr for $\delta=0.5$ cm. Stronger stirring leaves a thinner layer and raises the pressure further. The dose is then no longer $fp^*V/(RT)$, because vapour that evaporates during the pulse can leave in the same pulse.

Q: Then my pressure log cannot tell these models apart?

A: Not from a single cycle setting. Each of the linear models has the form $p_{n+1}=a+bp_n$, and the log yields $a$ and $b$. Reading $f$ and $E$ from them presupposes that there is no refill during the pulse. Even then, the value found for $E$ is the surviving fraction at that one recovery time, which is $G$ in the diffusion model.

Q: What if I use no carrier gas and just draw pure vapour?

A: Then diffusion through carrier is absent, and in the isothermal estimate with full sticking the refill rate is $1/\tau_s$, about $600\ {\rm s^{-1}}$. Swept at the same $k$, the headspace would stay at $p_\infty/p_{\rm sat}=1/(1+k\tau_s)=0.999$. The picture of removal followed by recovery fails there, because the liquid refills the headspace faster than the pulse can empty it.

Q: You keep saying isothermal. Evaporation cools the liquid.

A: The heat of vaporization is roughly $H=65$ kJ/mol. One dose per cycle of $3.5$ s draws the mean power
\begin{equation}
W=\frac{1.272\times10^{-6}\times65\,000}{3.5}\ {\rm W}=23.6\ {\rm mW}.
\end{equation}
Let this heat be conducted from a base held at $T$ through still liquid of depth $d=1$ cm and conductivity $\lambda=0.12$ W/(m\,K). Over many cycles the surface settles below the base by
\begin{equation}
\theta_0=\frac{Wd}{\lambda A}
=\frac{0.02362\times0.01}{0.12\times0.0020}\ {\rm K}=0.98\ {\rm K},
\end{equation}
with $A=V/L=20\ {\rm cm^2}$. The cooler surface has a lower saturation pressure, by a factor $s$, and at fixed $f$ and $E$ the dose and the cooling shrink by the same factor. The integrated Clausius--Clapeyron relation, with constant $H$ and ideal vapour, then requires
\begin{equation}
s=\exp\left[-\frac{H}{R}\left(\frac{1}{T-s\theta_0}-\frac1T\right)\right].
\end{equation}
Its solution is $s=0.942$, with the surface $0.93$ K below the base. The periodic pressure is proportional to the saturation pressure, so it drops by $5.8$ percent, to $0.759$ Torr. The slope $d\ln p_{\rm sat}/dT=H/(RT^2)$ is $6.45$ percent per kelvin, which to first order would give a drop of $6.0$ percent. Convection in the liquid or heat from the side walls would reduce this cooling. A layer that is warmer below than above tends to convect. For an expansion coefficient of $10^{-3}\ {\rm K^{-1}}$ and a kinematic viscosity of 1 to 10 ${\rm mm^2/s}$, the Rayleigh number of this layer is $10^4$ to $10^5$, far above the onset near $10^3$. The still-liquid figure is therefore an upper estimate for the given dose; a standard heat-transfer correlation suggests a cooling of $0.3$ to $0.5$ K and a drop of 2 to 3 percent.

The cooling also builds up slowly. If the evaporation rate is treated as constant, the departure of the liquid temperature from its steady profile obeys the same kind of equation and boundary conditions as the vapour deficit in the column, with $\lambda/C$ in place of $D$, where $C$ is the heat capacity per unit volume. For a rough value $C=1.6\times10^6\ {\rm J/(m^3\,K)}$ the slowest time constant, $4d^2C/(\pi^2\lambda)$, is about $540$ s, or some 150 cycles. This time holds for still liquid; convection shortens it. After an idle period the pressure can go on drifting down long after the fourth pulse.

Q: So which number should I believe for a real source?

A: Between about $0.8$ and $0.9$ Torr, for these inputs; the single-exponential value $0.806$ Torr lies at the low end. They are rough values meant for a heated liquid hafnium amide source, as used to deposit HfO$_2$; they are not the data of a particular ampoule. Real sources break the assumptions of a single exponential, of no refill during the pulse and of constant temperature. Taken one at a time, these move the result by $+6.2$, by $+2.7$ to $+5.7$ for the two refill rates tried, and by $-5.8$ percent of $0.806$ Torr, the last for still liquid and probably less in practice. The refill shift is the least certain, since a strongly stirred headspace can exceed that range. The shifts influence one another, so I would not add them up. Nor do they include poor mixing: if the flow sweeps only part of the headspace, the removed fraction and the dose change as well. Poor mixing is likely here. For nitrogen carrier the Reynolds number is about 20 in a 4 mm inlet tube and near 1 in the headspace, so the flow is laminar, and diffusion covers only $\sqrt{2Dt_p}\approx2$ cm of the 6 cm column in one pulse. An error of 1 K in the source temperature matters about as much as the largest shift listed here. If the carrier bubbles through the liquid instead of passing over it, the refill during the pulse must be modelled afresh. The numerical output below lists the inputs and each correction.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS (rough typical values)
source temperature: 348.15 K
saturation pressure: 1.00 Torr
total headspace pressure: 10.0 Torr
carrier flow: 50 sccm (0 C, 1 atm)
headspace volume: 120 cm3; height: 6.0 cm
pulse: 0.50 s; recovery: 3.00 s
diffusivity at 1 atm: 0.050 cm2/s
heat of vaporization: 65 kJ/mol
liquid depth: 1.0 cm
liquid conductivity: 0.12 W/(m K)
molar mass: 354.80 g/mol
PERIODIC STATE
flow at headspace conditions: 80.72 cm3/s
sweep rate Q/V: 0.6727 1/s
removed fraction f: 0.2856
diffusivity in headspace: 3.800 cm2/s
recovery time constant tau: 3.840 s
remaining deficit fraction E: 0.4578
memory factor (1-f)E: 0.3270
periodic pre-pulse pressure: 0.8057 Torr = 107.42 Pa
pressure just after pulse: 0.5756 Torr
integrated pre-pulse pressures, pulses 0 to 4: 1.0000, 0.8692, 0.8265, 0.8125, 0.8079 Torr
integrated periodic limit: 0.8057 Torr
first pulse index within 1 percent: 3 (start at 0)
dose per pulse: 1.272 micromol
f at doubled flow: 0.4897
pressure at doubled flow: 0.7075 Torr
dose ratio, doubled to original flow: 1.505
NEGLECTED EFFECTS (change of periodic pressure)
mean molecular speed: 144.1 m/s
surface exchange time, unit sticking: 1.67 ms
all-mode deficit fraction G: 0.3712
all diffusion modes: 0.8557 Torr, +6.2 %
dilute headspace calculation: ratio 0.8557
modes + evaporation flow + pressure rise: 0.8596 Torr, +6.7 %
refill in pulse at rate 1/tau = 0.260 1/s: 0.8274 Torr, +2.7 %
refill in pulse, 1.0 cm film, rate 0.633 1/s: 0.8516 Torr, +5.7 %
mean evaporation power: 23.62 mW
steady surface cooling: 0.927 K
saturation pressure sensitivity: 6.45 %/K
cooling: 0.7588 Torr, -5.8 %
\end{verbatim}
